# The Exp-6 Potential: Spurious Maximum, Collapse and Tang-Toennies Damping: test program

```python
"""
Result under test: the exp-6 (Buckingham) potential
    U(x) = [6 exp(alpha (1-x)) - alpha x^-6] / (alpha - 6),
    x = r/r_m, U = V/epsilon, alpha = steepness,
has for alpha > 7 its well at x = 1 and a spurious maximum at
    x* = -(7/alpha) W0(-(alpha/7) exp(-alpha/7)),
inside which it collapses to minus infinity. Multiplying the x^-6 term by
the Tang-Toennies function
    f6(y) = 1 - exp(-y) sum_{k=0..6} y^k/k!,   y = alpha x = b r,
gives a potential finite at x = 0 with one minimum and no maximum.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammainc, lambertw

mp.mp.dps = 60


def exp6(x, alpha):
    return (6*np.exp(alpha*(1 - x)) - alpha*x**-6.0)/(alpha - 6)


def damped_exp6(x, alpha):
    # gammainc(7, y) equals f6(y) and avoids cancellation at small y
    attraction = alpha*gammainc(7, alpha*x)*x**-6.0
    return (6*np.exp(alpha*(1 - x)) - attraction)/(alpha - 6)


def damping_definition(order, y):
    y = mp.mpf(y)
    return 1 - mp.exp(-y)*sum(y**k/mp.factorial(k) for k in range(order + 1))


def turning_points(func, grid):
    """Locate all extrema from function values only."""
    rising = np.diff(func(grid)) > 0
    found = []
    for i in np.nonzero(rising[1:] != rising[:-1])[0]:
        kind = "max" if rising[i] else "min"
        sign = -1.0 if kind == "max" else 1.0
        fit = minimize_scalar(lambda x: sign*func(x), method="bounded",
                              bounds=(grid[i], grid[i + 2]),
                              options={"xatol": 1e-11})
        found.append((kind, float(fit.x), float(func(fit.x))))
    return found


def lambert_maximum(alpha):
    return -7/alpha*lambertw(-alpha/7*math.exp(-alpha/7), 0).real


def barrier_formula(alpha):
    x = lambert_maximum(alpha)
    return x**-7*(6 - alpha*x)/(alpha - 6)


def stationarity_series(y):
    total = sum(y**(k - 7)/math.factorial(k) for k in range(8, 150))
    return 6*total - 1/5040


def damped_minimum_from_series(alpha):
    target = 6*math.exp(alpha)/alpha**7
    return brentq(lambda y: stationarity_series(y) - target,
                  1e-6, 40, xtol=1e-13)/alpha


grid = np.linspace(0.005, 8.0, 7996)


def searched_barrier(alpha):
    points = turning_points(lambda x: exp6(x, alpha), grid)
    return next(p for p in points if p[0] == "max")


# Undamped potential: number, kind, place and height of the extrema
alphas = [7.5, 8.0, 9.0, 10.0, 12.0, 14.0, 16.0]
for alpha in alphas:
    points = turning_points(lambda x: exp6(x, alpha), grid)
    assert [p[0] for p in points] == ["max", "min"]
    assert abs(points[0][1]/lambert_maximum(alpha) - 1) < 1e-6
    assert abs(points[0][2] - barrier_formula(alpha)) \
        < 1e-8*max(1, abs(points[0][2]))
    assert abs(points[1][1] - 1) < 1e-6 and abs(points[1][2] + 1) < 1e-9
    step = 1e-3
    slope = (searched_barrier(alpha + step)[2]
             - searched_barrier(alpha - step)[2])/(2*step)
    xs = lambert_maximum(alpha)
    slope_formula = 6*(alpha - 7)*(1 - xs)*xs**-7/(alpha - 6)**2
    assert abs(slope/slope_formula - 1) < 1e-5
places = [searched_barrier(a)[1] for a in alphas]
assert all(np.diff(places) < 0)

# Marginal and too-soft cases
assert turning_points(lambda x: exp6(x, 7.0), grid) == []
assert np.all(np.diff(exp6(grid, 7.0)) > 0)
soft = turning_points(lambda x: exp6(x, 6.5), grid)
soft_min = -7/6.5*lambertw(-6.5/7*math.exp(-6.5/7), -1).real
assert [p[0] for p in soft] == ["max", "min"]
assert abs(soft[0][1] - 1) < 1e-6 and abs(soft[1][1] - soft_min) < 1e-6

# Steepness at which the top of the barrier reaches zero energy
alpha_zero = -7*lambertw(-6/7*math.exp(-6/7), -1).real
alpha_zero_search = brentq(lambda a: searched_barrier(a)[2], 7.5, 9.0)
assert abs(alpha_zero - alpha_zero_search) < 1e-7

# Damping function: quadrature against its definition, short-range limits
for y in (0.3, 2.0, 7.0, 12.0):
    integral = quad(lambda t: t**6*math.exp(-t)/720, 0, y,
                    epsabs=1e-15, epsrel=1e-11)[0]
    defined = float(damping_definition(6, y))
    assert abs(integral/defined - 1) < 1e-8
    assert abs(gammainc(7, y)/defined - 1) < 1e-11
    slope = mp.diff(lambda t: damping_definition(6, t)/t**6, y)
    assert abs(float(-mp.exp(y)*slope) - stationarity_series(y)) < 1e-11
tiny = mp.mpf("1e-6")
limits = [float(damping_definition(n, tiny)/tiny**(n + 1)) for n in (4, 5, 6)]
for value, expected in zip(limits, (1/120, 1/720, 1/5040)):
    assert abs(value/expected - 1) < 1e-5

# Damped potential: one minimum, moved outward and shallower
damped = {}
for alpha in [6.2, 7.0] + alphas + [20.0]:
    points = turning_points(lambda x: damped_exp6(x, alpha), grid)
    assert [p[0] for p in points] == ["min"]
    assert abs(points[0][1] - damped_minimum_from_series(alpha)) < 1e-6
    if alpha >= 7:
        assert points[0][1] > 1 and -1 < points[0][2] < 0
    damped[alpha] = points[0]

# The single minimum does not depend on the exp-6 link between parameters
y_grid = np.linspace(0.005, 40, 40000)
for ratio in (1e-5, 1e-2, 1.0, 1e3):
    points = turning_points(
        lambda y: ratio*np.exp(-y) - gammainc(7, y)/y**6, y_grid)
    assert [p[0] for p in points] == ["min"]

# Worked example with round model parameters
alpha, r_m, eps = 12.0, 4.0, 0.010      # -, angstrom, eV
A = 6*eps*math.exp(alpha)/(alpha - 6)
b = alpha/r_m
C6 = eps*alpha*r_m**6/(alpha - 6)


def V(r):
    return A*math.exp(-b*r) - C6/r**6


def V_damped(r):
    return A*math.exp(-b*r) - C6*float(damping_definition(6, b*r))/r**6


for r in (0.5, 2.0, 4.0, 6.0):
    assert abs(V(r)/(eps*exp6(r/r_m, alpha)) - 1) < 1e-10
    assert abs(V_damped(r)/(eps*damped_exp6(r/r_m, alpha)) - 1) < 1e-9
    assert V_damped(r) > V(r)

# Collapse of the bare form; finite value and slope of the damped form
assert abs(V(1e-3)*1e-18/(-C6) - 1) < 1e-10
r_tiny = mp.mpf("1e-8")
near_zero = (A*mp.exp(-b*r_tiny)
             - C6*damping_definition(6, b*r_tiny)/r_tiny**6)
slope_zero = -b*(A + C6*b**6/5040)
assert abs(float(near_zero)/A - 1) < 1e-6
assert abs(float((near_zero - A)/r_tiny)/slope_zero - 1) < 1e-6

r_top = r_m*lambert_maximum(alpha)
argument = -(alpha/6)**(7/6)*math.exp(-alpha/6)
r_inner = -6/b*lambertw(argument, 0).real
r_outer = -6/b*lambertw(argument, -1).real
assert abs(r_inner - brentq(V, 0.1, r_top)) < 1e-9
assert abs(r_outer - brentq(V, r_top, r_m)) < 1e-9
r_below_well = brentq(lambda r: V(r) + eps, 0.1, r_top)

# Greatest damped attraction: series root against direct search
y_peak = brentq(stationarity_series, 1e-6, 10)
search = minimize_scalar(lambda y: -gammainc(7, y)/y**6,
                         bounds=(0.1, 5), method="bounded",
                         options={"xatol": 1e-10})
assert abs(search.x - y_peak) < 1e-5
peak_attraction = C6*b**6*gammainc(7, y_peak)/y_peak**6

print("EXP-6 POTENTIAL, reduced units (x = r/r_m, U = V/epsilon)")
print(f"steepness where barrier top is at zero energy: {alpha_zero:.5f}")
print(f"alpha = 6.5: maximum at x = {soft[0][1]:.4f}, "
      f"minimum at x = {soft[1][1]:.4f}")
print("alpha | x* | U(x*) | damped U(0) | damped x_min | damped U_min")
for a in alphas:
    print(f"{a:5.1f} | {lambert_maximum(a):.5f} | {barrier_formula(a):.5g}"
          f" | {6*math.exp(a)/(a - 6):.5g} | {damped[a][1]:.5f}"
          f" | {damped[a][2]:.5f}")
print("SHORT-RANGE COEFFICIENTS f_n(y)/y^(n+1) at y = 1e-6")
for n, value in zip((4, 5, 6), limits):
    print(f"n = {n}: {value:.6e} (inverse {1/value:.2f})")
print("WORKED EXAMPLE (model parameters)")
print(f"alpha = {alpha:.1f}, r_m = {r_m:.2f} angstrom, "
      f"epsilon = {1000*eps:.1f} meV")
print(f"A = {A:.3f} eV")
print(f"b = {b:.3f} 1/angstrom")
print(f"C6 = {C6:.3f} eV angstrom^6")
print(f"Lambert argument for maximum: {-alpha/7*math.exp(-alpha/7):.6f}")
print(f"W0 of that argument: {-alpha*r_top/r_m/7:.6f}")
print(f"spurious maximum at r = {r_top:.4f} angstrom")
print(f"barrier top V = {V(r_top):.4f} eV")
print(f"inner zero of V: r = {r_inner:.4f} angstrom")
print(f"outer zero of V: r = {r_outer:.4f} angstrom")
print(f"collapse passes -epsilon at r = {r_below_well:.5f} angstrom")
print("r (angstrom) | f6(br) | undamped V (eV) | damped V (eV)")
for r in (0.1, 0.5, 1.0, r_top, 2.0, 3.0, 4.0, 6.0):
    print(f"{r:.4f} | {float(damping_definition(6, b*r)):.5e}"
          f" | {V(r):.6g} | {V_damped(r):.6g}")
print(f"damped V at r = 0: {A:.3f} eV")
print(f"damped slope at r = 0: {slope_zero:.2f} eV/angstrom")
print(f"greatest damped attraction: {peak_attraction:.3f} eV")
print(f"  reached at br = {y_peak:.5f}, r = {y_peak/b:.4f} angstrom")
print(f"damped minimum at r = {r_m*damped[alpha][1]:.4f} angstrom")
print(f"damped well depth = {-1000*eps*damped[alpha][2]:.4f} meV")
print("finished without a failed check")
```

Printed output:

```
EXP-6 POTENTIAL, reduced units (x = r/r_m, U = V/epsilon)
steepness where barrier top is at zero energy: 8.10538
alpha = 6.5: maximum at x = 1.0000, minimum at x = 1.1577
alpha | x* | U(x*) | damped U(0) | damped x_min | damped U_min
  7.5 | 0.86970 | -0.926 | 7232.2 | 1.26394 | -0.46961
  8.0 | 0.76088 | -0.29471 | 8942.9 | 1.19946 | -0.52299
  9.0 | 0.59120 | 8.9683 | 16206 | 1.11261 | -0.65110
 10.0 | 0.46700 | 68.645 | 33040 | 1.06239 | -0.76901
 12.0 | 0.30247 | 1705.4 | 1.6275e+05 | 1.01801 | -0.91828
 14.0 | 0.20319 | 27585 | 9.0195e+05 | 1.00482 | -0.97596
 16.0 | 0.14008 | 3.5511e+05 | 5.3317e+06 | 1.00121 | -0.99365
SHORT-RANGE COEFFICIENTS f_n(y)/y^(n+1) at y = 1e-6
n = 4: 8.333326e-03 (inverse 120.00)
n = 5: 1.388888e-03 (inverse 720.00)
n = 6: 1.984125e-04 (inverse 5040.00)
WORKED EXAMPLE (model parameters)
alpha = 12.0, r_m = 4.00 angstrom, epsilon = 10.0 meV
A = 1627.548 eV
b = 3.000 1/angstrom
C6 = 81.920 eV angstrom^6
Lambert argument for maximum: -0.308730
W0 of that argument: -0.518528
spurious maximum at r = 1.2099 angstrom
barrier top V = 17.0541 eV
inner zero of V: r = 1.0037 angstrom
outer zero of V: r = 3.5044 angstrom
collapse passes -epsilon at r = 1.00361 angstrom
r (angstrom) | f6(br) | undamped V (eV) | damped V (eV)
0.1000 | 3.33931e-08 | -8.19188e+07 | 1202.98
0.5000 | 9.25992e-04 | -4879.72 | 358.3
1.0000 | 3.35085e-02 | -0.889161 | 78.2858
1.2099 | 7.57508e-02 | 17.0541 | 41.1912
2.0000 | 3.93697e-01 | 2.75429 | 3.53036
3.0000 | 7.93219e-01 | 0.0884823 | 0.111719
4.0000 | 9.54178e-01 | -0.01 | -0.00908355
6.0000 | 9.98957e-01 | -0.00173104 | -0.00172921
damped V at r = 0: 1627.548 eV
damped slope at r = 0: -4918.19 eV/angstrom
greatest damped attraction: 5.025 eV
  reached at br = 1.16340, r = 0.3878 angstrom
damped minimum at r = 4.0720 angstrom
damped well depth = 9.1828 meV
finished without a failed check
```
